# The PAW core-to-conduction matrix element and the number of projectors

## What linearity, symmetry and dimensions fix

X-ray absorption near an edge needs the element $M_f=\langle\psi_f|D|\psi_i\rangle$ between a core state $\psi_i$ and a conduction state $\psi_f$. A pseudopotential calculation supplies a smooth $\tilde\psi_f$ instead, and $\psi_f$ is rebuilt from it by a linear map that does not depend on $f$. Then $M_f$ is an antilinear functional of $\tilde\psi_f$, and such a functional is a scalar product with one fixed vector: $M_f=\langle\tilde\psi_f|g\rangle$. For a 1s core and the dipole $D=z$, the product $D\psi_i$ transforms as $Y_{10}$ about the absorbing nucleus. A reconstruction built from a spherical atom commutes with rotations about that nucleus, so $g$ is $Y_{10}$ times one radial function, and $\langle g|g\rangle$ is a length squared.

In Hartree atomic units, used throughout, an energy is an inverse length squared. For a reconstruction fitted at a few energies inside a sphere of radius $r_c$ and used over a window $W$, the window can therefore enter the error through the pure number $Wr_c^2$; the core radius and the potential supply further pure numbers, which affect the coefficients. It remains to find $g$ and the power of $Wr_c^2$ that goes with $N$ projectors per angular channel.

## The initial vector

The electrons are independent, the core is frozen, and $\psi_i$ and $\psi_f$ belong to the same one-electron Hamiltonian. The projector-augmented-wave (PAW) map is
$$\psi_f=T\tilde\psi_f,\qquad T=1+\sum_{R,n}\big(|\phi_{Rn}\rangle-|\tilde\phi_{Rn}\rangle\big)\langle\tilde p_{Rn}|,$$
with all-electron (AE) partial waves $\phi$, pseudo partial waves $\tilde\phi$ equal to them outside the sphere of site $R$, and projectors inside the sphere with $\langle\tilde p_{n}|\tilde\phi_{n'}\rangle=\delta_{nn'}$. Taking the adjoint of $T\tilde\psi_f$ gives
$$M_f=\langle\tilde\psi_f|D|\psi_i\rangle+\sum_{R,n}\langle\tilde\psi_f|\tilde p_{Rn}\rangle\,\langle\phi_{Rn}-\tilde\phi_{Rn}|D|\psi_i\rangle .$$

First assumption: $D\psi_i$ is negligible outside the sphere of the absorber $R_0$. Since $\phi_{Rn}-\tilde\phi_{Rn}$ lives in sphere $R$ and the spheres do not overlap, sites $R\ne R_0$ drop out. Regrouping the rest,
$$M_f=\sum_n\langle\tilde\psi_f|\tilde p_n\rangle\langle\phi_n|D|\psi_i\rangle+\Delta_f,\qquad \Delta_f=\Big\langle\tilde\psi_f-\sum_n\tilde\phi_n\langle\tilde p_n|\tilde\psi_f\rangle\Big|D\Big|\psi_i\Big\rangle .$$
Second assumption: inside the sphere $\tilde\psi_f$ lies in the span of the $\tilde\phi_n$. If $\tilde\psi_f=\sum c_n\tilde\phi_n$, duality gives $c_n=\langle\tilde p_n|\tilde\psi_f\rangle$, the bra in $\Delta_f$ vanishes where $D\psi_i$ is nonzero, and $\Delta_f=0$. This leaves the single-vector form,
$$M_f=\langle\tilde\psi_f|g\rangle,\qquad |g\rangle=\sum_n|\tilde p_n\rangle\langle\phi_n|D|\psi_i\rangle .$$
The expression with $\Delta_f$ kept is called the three-term form below.

Write $\psi_i=\chi(r)Y_{00}/r$, and let $\phi_n,\tilde\phi_n,\tilde p_n$ now denote radial functions multiplying $Y_{10}/r$. With $Y_{10}Y_{00}=\sqrt3\cos\vartheta/4\pi$,
$$\langle Y_{10}|\cos\vartheta|Y_{00}\rangle=2\pi\frac{\sqrt3}{4\pi}\int_0^\pi\cos^2\vartheta\sin\vartheta\,d\vartheta=\frac{\sqrt3}{2}\cdot\frac23=\frac1{\sqrt3},$$
$$g=\frac{Y_{10}}{\sqrt3\,r}\sum_n\tilde p_n(r)\,m_n,\qquad m_n=\int_0^{r_c}\phi_n\,r\chi\,dr .$$

## Cross section without final states

A field $E_0\cos\omega t$ couples as $\tfrac12E_0De^{-i\omega t}$ in absorption, so the golden rule gives the rate $2\pi(E_0/2)^2\sum_f|M_f|^2\delta(E_f-E_i-\omega)$. The photon flux is $cE_0^2/8\pi\omega$. Their ratio, with $1/c=\alpha$, is
$$\sigma=4\pi^2\alpha\omega\sum_f|M_f|^2\delta(E-E_f),\qquad E=E_i+\omega .$$
Replace $\delta$ by a Lorentzian of half-width $\gamma$, which equals $-\pi^{-1}\,\mathrm{Im}\,(z-E_f)^{-1}$ with $z=E+i\gamma$. For a norm-conserving pseudo Hamiltonian the $\tilde\psi_f$ are orthonormal and complete, so $\sum_f|\tilde\psi_f\rangle\langle\tilde\psi_f|/(z-E_f)=(z-\tilde H)^{-1}$ and, per core electron,
$$\sigma=-4\pi\alpha\omega\,\mathrm{Im}\,\langle g|(z-\tilde H)^{-1}|g\rangle .$$
The resolvent contains occupied valence states too, which must be removed where they carry weight. If $\tilde H\tilde\psi_f=E_fS\tilde\psi_f$ with an overlap $S\neq1$, orthonormality $\Psi^\dagger S\Psi=1$ for the square matrix $\Psi$ of eigenvectors implies $S\Psi\Psi^\dagger=1$. Then $(zS-\tilde H)\sum_f|\tilde\psi_f\rangle\langle\tilde\psi_f|/(z-E_f)=S\Psi\Psi^\dagger=1$, and the resolvent is $(zS-\tilde H)^{-1}$.

For $S=1$ the Lanczos recursion $b_{k+1}q_{k+1}=\tilde Hq_k-a_kq_k-b_kq_{k-1}$, started from $q_0=g/\|g\|$, makes $\tilde H$ tridiagonal. Let $G_k$ be the first diagonal element of the resolvent of the chain that starts at $q_k$. Eliminating the rest of the chain, which couples to $q_k$ through $b_{k+1}$ alone, gives $G_k=1/(z-a_k-b_{k+1}^2G_{k+1})$, hence
$$\langle g|(z-\tilde H)^{-1}|g\rangle=\cfrac{\langle g|g\rangle}{z-a_0-\cfrac{b_1^2}{z-a_1-\cdots}} .$$

## The radial problem inside the sphere

Take the potential spherical inside $r_c$. At energy $E$ the $p$ equation $-\tfrac12u''+(r^{-2}+V)u=Eu$ has one regular solution, so the $p$ part of any final state is $a_f\,u(r,E_f)$ there, and the environment enters through $a_f$ and $E_f$. Fix the scale by $u(r_c)=\sin\theta$, $u'(r_c)=\cos\theta$, with 1 bohr as unit length. The pseudo wave $\tilde u$, with angle $\tilde\theta$, is scaled in the same way.

A dot denotes $\partial/\partial E$. Differentiating the equation gives $-\tfrac12\dot u''+(r^{-2}+V-E)\dot u=u$. Multiplying this by $u$, subtracting $\dot u$ times the original equation and integrating from the origin, where the boundary term vanishes, gives
$$u\dot u'-u'\dot u=-2\int_0^ru^2\,dr' .$$
At $r_c$, $\dot u=\dot\theta\cos\theta$ and $\dot u'=-\dot\theta\sin\theta$, the left side is $-\dot\theta$, and $\dot\theta=2\int_0^{r_c}u^2dr$. A pseudopotential that matches $\theta$ and the norm at $E_1$ thus has $\tilde\theta-\theta=O((E-E_1)^2)$. This scattering mismatch is an error of $\tilde H$, separate from the reconstruction, and it makes $\phi_2=\tilde\phi_2$ outside $r_c$ approximate for a second partial wave.

## Order of the error with N partial waves

Take $\phi_n=u(E_n)$, $\tilde\phi_n=\tilde u(E_n)$, and projectors $\tilde p_n=\sum_{n'}(O^{-1})_{nn'}f\tilde\phi_{n'}$ with $O_{nn'}=\langle\tilde\phi_n|f|\tilde\phi_{n'}\rangle$ and a weight $f(r)\ge0$. Duality holds because $O^{-1}O=1$. Compare
$$m(E)=\langle u(E)|r\chi\rangle,\qquad m_N(E)=\sum_{n=1}^N\langle\tilde p_n|\tilde u(E)\rangle\,m(E_n),\qquad e_N=\frac{m_N}{m}-1 .$$
Duality gives $m_N(E_n)=m(E_n)$. The regular solution normalized at the origin is an entire function of $E$, and the scale factor $(u^2+u'^2)^{-1/2}$ at $r_c$ is analytic near the real axis, since $u$ and $u'$ cannot vanish together. Where $m\neq0$, $e_N$ is analytic with zeros at the $E_n$, so
$$e_N(E)=q_N(E)\prod_{n=1}^N(E-E_n),\qquad q_N\ \text{analytic}.$$
The intensity error relative to AE is $(1+e_N)^2-1$. At a zero of $m$ the relative error loses meaning and $m_N-m$ must be used.

For $N=1$, $e_1=c(E)m_1/m(E)-1$ with $c=\langle\tilde p_1|\tilde u\rangle$ and $c(E_1)=1$, so the slope at $E_1$ is
$$s=\frac{\langle\tilde\phi_1|f|\dot{\tilde u}\rangle}{\langle\tilde\phi_1|f|\tilde\phi_1\rangle}-\frac{\langle r\chi|\dot u\rangle}{m_1} .$$
Rescaling $u$ and $\tilde u$ by factors with logarithmic derivatives $\lambda$ and $\tilde\lambda$ shifts $s$ by $\tilde\lambda-\lambda$. For a boundary condition at $r_c$ such as $u+u'=1$ the factors are $1/(\sin\theta+\cos\theta)$ and its pseudo twin, and norm conservation makes $\lambda=\tilde\lambda$. Norm conservation does not set $s$ to zero: it relates sphere norms, while the second term probes the AE wave in the core region. A pseudopotential can therefore scatter correctly to first order while a reconstruction with one projector still gives an element wrong at first order.

The dependence on $f$ follows from the Wronskian. For a nodeless $\tilde u$, $(\dot{\tilde u}/\tilde u)'=-2\,\tilde u(r)^{-2}\int_0^r\tilde u^2\,dr'<0$. The first term of $s$ is the average of this decreasing function with weight $f\tilde u^2$. Multiplying $f$ by a decreasing function moves weight inward and raises the average, so for $f=(1-r^2/r_c^2)^n$ the slope increases with $n$.

## Free waves: closed coefficients

Set $V=0$, $f=1$, $\chi\propto re^{-Zr}$ with $Zr_c\gg1$, so that $\tilde u=u$. Insert $u=r^2(1+\beta_1r^2+\beta_2r^4+\dots)$ in $u''-2u/r^2=-2Eu$. The $r^2$ terms give $(12-2)\beta_1=-2E$ and the $r^4$ terms give $(30-2)\beta_2=-2E\beta_1$, so $\beta_1=-E/5$ and $\beta_2=E^2/70$. Core averages carry the weight $r^2\cdot r\chi\propto r^4e^{-Zr}$, giving $\langle r^2\rangle=6!/(4!Z^2)=30/Z^2$ and $\langle r^4\rangle=8!/(4!Z^4)=1680/Z^4$.

For $N=1$, $E_1=0$: $c=1-\frac E5\frac{r_c^7/7}{r_c^5/5}=1-Er_c^2/7$ and $m/m_1=1-6E/Z^2$, so to leading order
$$q_1=-\frac{r_c^2}{7}+\frac6{Z^2}.$$
For $N=2$ with $E_1,E_2,E$ small against $r_c^{-2}$, $P=\sum|\phi_n\rangle\langle\tilde p_n|$ is the orthogonal projector on the two partial waves, and $m_2-m=-\langle(1-P)u|r\chi\rangle$. Linear interpolation in $E$ between $u(E_1)$ and $u(E_2)$ lies in the span. It reproduces the terms constant and linear in $E$, and $E^2$ minus its interpolant is $(E-E_1)(E-E_2)$, so the remainder is $(E-E_1)(E-E_2)r^6/70$. To leading order the span is that of $r^2$ and $r^4$, so $(1-P)r^6=r^2(r^4+Ar_c^2r^2+Br_c^4)$. Orthogonality to $r^2$ and $r^4$ reads $\frac19+\frac A7+\frac B5=0$ and $\frac1{11}+\frac A9+\frac B7=0$. The first gives $A=-\frac79-\frac{7B}5$; the second then gives $\frac4{891}=\frac{4B}{315}$, so $B=\frac{35}{99}$, $A=-\frac{14}{11}$ and
$$q_2=-\frac1{70}\Big[\frac{35r_c^4}{99}-\frac{420\,r_c^2}{11Z^2}+\frac{1680}{Z^4}\Big]\ \xrightarrow{Z\to\infty}\ -\frac{r_c^4}{198}.$$
For $r_c=1.8$ bohr and $Z=12$ these are $-0.4212$ Ha$^{-1}$ and $-0.0419$ Ha$^{-2}$. Spherical Bessel functions at small energy give $-0.4209$ and $-0.0419$, which the program asserts to 1% and 2%. For a point core and a window from 0 to $W$, the largest amplitude error is thus $Wr_c^2/7$ for one projector with its reference at 0. For two projectors with references at the window's ends it is $(Wr_c^2)^2/792$, since $|E(E-W)|$ peaks at $W^2/4$ in the middle. Both are leading terms, derived for $Wr_c^2\ll1$.

## Worked example

The model is $V=-(Z/r)e^{-r/a}$ with $Z=12$, $a=0.6$ bohr, $r_c=1.8$ bohr, $E_1=0.25$ Ha, $E_2=1.25$ Ha and the window $0$ to $W=1.5$ Ha (40.8 eV), so $Wr_c^2=4.86$. Its 1s level lies at $-53.92$ Ha and its 2p level at $-3.75$ Ha (the 2s level and a barely bound 3s level play no part here), and the $p$ wave at $E_1$ has a node near 0.67 bohr. The norm of $r\chi$ outside $r_c$ is $5.9\times10^{-7}$ of that inside, which secures the first assumption. The Thomas–Reiche–Kuhn sum $\sum_f2(E_f-E_i)|M_f|^2=1$, from $[z,[H,z]]=1$, is asserted to $10^{-6}$ and checks the factor $1/\sqrt3$.

The pseudo wave is $\pm r^2e^{p}$ with $p=c_0+c_1r^2+c_2r^4+c_3r^6$, matched to $u,u',u''$ at $r_c$. Changing $c_0$ at fixed matching adds a multiple of $(1-r^2/r_c^2)^3>0$ to $p$, so the norm rises monotonically with $c_0$ and norm conservation has one solution. Since $\tilde u''/\tilde u=2/r^2+4p'/r+p''+p'^2$, the potential is $\tilde V=E_1+\frac12(p''+p'^2+4p'/r)$. At the origin this is $E_1+5c_1=0.25-5(0.1894)=-0.697$ Ha. The norm 0.4723 gives $\dot\theta=0.9446$ rad/Ha. Doubling $E-E_1$ from 0.02 to 0.04 Ha multiplies the mismatch by 4.14, and it reaches 0.020 rad at $E_2$ and 0.025 rad at $W$.

With $f=1$, halving the energy scale divides $e_N$ by 2.01 for $N=1$ and 3.97 for $N=2$, as the factorization requires. At $W$, $e_1=-0.2209$, an intensity error of $0.7791^2-1=-39.3\%$. The slope $s=-0.1227$ Ha$^{-1}$ accounts for $-0.1227\times1.25=-0.153$ of it, the rest being curvature, and $s$ is about 0.3 of the free-wave value, which sets a scale and not the number. For $N=2$, $e_2(W)=-0.0419\times1.25\times0.25=-0.0131$, or $-2.6\%$ in intensity. Here $q_2$ is $-0.035$, $-0.050$ and $-0.042$ Ha$^{-2}$ at 0, 0.75 and 1.5 Ha, so the agreement with the free coefficient at $W$ is one of size only.

| $n$ in $f$ | $s$ (Ha$^{-1}$) | largest intensity error, $N=1$ | $N=2$ |
|---|---|---|---|
| 0 | $-0.123$ | 39.3% | 2.6% |
| 2 | $+0.077$ | 9.0% | 2.6% |
| 4 | $+0.157$ | 34.7% | 3.0% |

The slopes, asserted against finite differences, rise with $n$ as derived and change sign, so by continuity some $n$ between 0 and 2 has $s=0$. What the window requires is a second condition on the single radial function in $g$, not a second projector as such. Here $s=0$ falls at $n\approx0.95$ and still leaves 12%, while one projector with $n\approx1.4$, tuned against the AE answer, reaches 2.6%. Two partial waves reach that level without tuning $f$. The second condition needs AE information beyond $m_1$: $s=0$ requires $\langle r\chi|\dot u\rangle$, and $e_1(E_2)=0$ requires $m(E_2)$, which a second AE partial wave supplies; here $m(E_1)=0.02437$ and $m(E_2)=0.02990$. The two conditions differ: $m$ is far from linear over this 1 Ha spacing, so the difference quotient of these two values is no usable estimate of $\langle r\chi|\dot u\rangle$ at $E_1$. With two partial waves $f$ enters at second order, and the error moves between 2.6% and 3.0% over these shapes.

With $f=1$, keeping $\Delta_f$ makes this model worse: 57.5% for $N=1$ and 3.3% for $N=2$, the dropped term reaching 12.7% and 0.3% of $m$. For $N=1$ the numbers combine as $(1-0.2209-0.127)^2-1=-0.575$. The sign follows at first order. Radially $\Delta=\tilde m(E)-c\,\tilde m_1$ with $\tilde m=\langle\tilde u|r\chi\rangle$, so $\dot\Delta/\tilde m_1$ is the core average of $\dot{\tilde u}/\tilde u$ minus its sphere average, positive because that function decreases. Above $E_1$, $\Delta$ has the sign of $\tilde m_1=-0.0047$, which the AE node makes opposite to $m_1$. A negative $\Delta/m$ above $E_1$ adds to the $N=1$ error when $s<0$, as for $f=1$, and offsets it when $s>0$, as for $n=2$ and $4$. For free waves $\phi=\tilde\phi$, $T=1$, and the three-term form has no error, so neither form is better in general.

## Spectrum in an environment

Outside $r_c$ add a Gaussian well of depth 0.5 Ha, centre 4 bohr and width 0.6 bohr, and a wall at 20 bohr. For each level between 0 and $W$ the program asserts $|\langle\tilde\psi_f|g\rangle|=\tilde a_f|m_2(\tilde E_f)|/\sqrt3$, which tests the separation of environment and interior. The strengths relative to AE fall from 1.05 to 0.70 across these nine levels for $N=1$ and stay within 2.1% for $N=2$. The well also binds one shallow $p$ level just below zero, outside the window, which enters the broadened cross section but not these ranges. At 1.2787 Ha, next to $E_2$, the $N=2$ ratio is still 1.016. With $q_2$ near $-0.05$ Ha$^{-2}$, reconstruction contributes about $-2\times0.05\times1.03\times0.029=-0.3\%$, which lowers the ratio, so the whole excess over one comes from $\tilde a_f/a_f$ and $\tilde E_f$, the error of $\tilde H$, which reconstruction projectors do not touch.

For two 1s electrons, $\gamma=0.1$ Ha and all pseudo $p$ levels empty, take $E=1.25$ Ha, where $\omega=1.25+53.92=55.17$ Ha (1501 eV). In units of $10^{-3}$ bohr$^2$ the cross sections are 5.778 (AE, 2p excluded), 4.011 ($N=1$) and 5.830 ($N=2$), or 0.162, 0.112 and 0.163 Mb. The errors relative to AE are $4.011/5.778-1=-31\%$ and $+0.9\%$. At $E_1$ itself the broadened $N=1$ value is $2.817/3.030-1=-7\%$ off, because the Lorentzian averages the level ratios and most of its weight falls above $E_1$, where the ratios are below one. The strong levels between $E_1$ and 0.7 Ha give about 3 of the 7 points. Levels above the window carry only 4% of the AE value, but the $N=1$ strengths there are far too small, and through the Lorentzian tail they give about 3 more. State sum and resolvent are asserted equal. The continued fraction, in 48 functions below a 30 Ha kinetic cutoff with $\langle g|g\rangle=7.02\times10^{-4}$ bohr$^2$, $a_0=2.49$ Ha and $b_1=2.52$ Ha, gives the same printed digits; the output follows.

The in-sphere form of $g$ fails for a shallow core, whose $r\chi$ reaches past $r_c$ and revives both the neighbour terms and the outer part of $\Delta_f$; $M_f$ is still a scalar product with the one vector $T^\dagger D\psi_i$, but that vector is no longer confined to the absorber's sphere. A static core hole is admitted by generating $\phi_n$, $\tilde\phi_n$ and $\tilde H$ in its presence; many-electron excitations lie outside the one-electron element treated here.

## Numbers as computed

```
model: Z=12.0, a=0.6 bohr, rc=1.8 bohr, wall R=20.0 bohr
well: depth 0.5 Ha, centre 4.0 bohr, width 0.6 bohr
E1=0.25 Ha, E2=1.25 Ha, window W=1.5 Ha = 40.8 eV, gamma=0.1 Ha
E(1s)=-53.9198 Ha, E(2p)=-3.7486 Ha
norm ratio of r*chi outside/inside rc = 5.9e-07
angular factor = 0.577350, TRK sum = 1.00000000
AE p wave at E1: node near 0.67 bohr, u(rc)=-0.9262, u'(rc)=-0.3771
in-sphere norm at E1 = 0.47230, dtheta/dE = 0.94460 rad/Ha
pseudo wave c0..c3 (bohr^-2k): -0.58545 -0.18939 -0.01331 0.00254
pseudopotential at origin = -0.6969 Ha, V(rc) = -0.3319 Ha
scattering mismatch ratio (0.04 vs 0.02 Ha from E1) = 4.137
theta mismatch at E2 = +0.0201 rad, at W = +0.0246 rad
m(E1)=0.024368, m(E2)=0.029899 a.u.
pseudo <ut|r chi> at E1=-0.004739, at E2=-0.007807 a.u.
error ratio on halving the energy scale: N=1 2.010, N=2 3.969
f power 0: N=1 slope -0.1227 /Ha (finite diff -0.1227 /Ha)
  max intensity error: N=1 39.3 %, N=2 2.6 %
f power 2: N=1 slope +0.0767 /Ha (finite diff +0.0767 /Ha)
  max intensity error: N=1 9.0 %, N=2 2.6 %
f power 4: N=1 slope +0.1567 /Ha (finite diff +0.1567 /Ha)
  max intensity error: N=1 34.7 %, N=2 3.0 %
f=1 max dropped term/m: N=1 12.7 %, N=2 0.3 %
f=1 three-term max intensity error: N=1 57.5 %, N=2 3.3 %
E=0.00 Ha: ampl. err N=1 +0.0285, N=2 -0.0109, N=2/((E-E1)(E-E2)) -0.0347 /Ha^2
E=0.75 Ha: ampl. err N=1 -0.0703, N=2 +0.0124, N=2/((E-E1)(E-E2)) -0.0495 /Ha^2
E=1.50 Ha: ampl. err N=1 -0.2209, N=2 -0.0131, N=2/((E-E1)(E-E2)) -0.0419 /Ha^2
free waves N=1: formula -0.4212, Bessel -0.4209 /Ha; point core -0.4629
free waves N=2: formula -0.0419, Bessel -0.0419 /Ha^2; point core -0.0530
control parameter W rc^2 = 4.86 Ha bohr^2
levels: E_AE, E_ps (Ha), |M_AE|^2 (1e-6 bohr^2), ratio N=1, ratio N=2
  0.0319 0.0319 0.697 1.051 0.982
  0.1008 0.1008 2.059 1.036 0.988
  0.2027 0.2027 5.306 1.012 0.996
  0.3296 0.3296 16.173 0.980 1.006
  0.4651 0.4650 42.474 0.945 1.014
  0.6109 0.6107 50.687 0.903 1.019
  0.7978 0.7975 38.690 0.846 1.021
  1.0247 1.0240 35.519 0.777 1.021
  1.2787 1.2772 41.542 0.698 1.016
worst level strength error: N=1 30.2 %, N=2 2.1 %
cutoff basis Ecut=30.0 Ha: 48 functions; <g|g>=7.0231e-04 bohr^2
Lanczos a0=2.4929 Ha, b1=2.5230 Ha
sigma (1e-3 bohr^2), K shell: E (Ha), AE, N=1, N=2, N=2 Lanczos
  0.25 3.030 2.817 3.020 3.020
  0.75 6.286 5.328 6.366 6.366
  1.25 5.778 4.011 5.830 5.830
  1.50 6.069 3.753 6.088 6.088
at E=1.25 Ha: omega=55.170 Ha = 1501.2 eV
  sigma AE, N=1, N=2 = 0.1618, 0.1123, 0.1633 Mb
```
